Elastic repulsion of like-signed steps treated as force-dipole lines

Two parallel steps that descend in the same direction on a silicon-like surface, 5 nm apart, have an elastic interaction energy of 8.8×10⁻⁴ eV per nm of step length in the model worked out here. At 10 nm the energy is 2.2×10⁻⁴ eV/nm, and at 20 nm it is 5.5×10⁻⁵ eV/nm. Each doubling of the distance divides it by four, and the sign is repulsive throughout. Why this power, why this sign, and what fixes the size?

**1. The setting and the sign of the energy**

The solid fills z < 0. The steps run along y, x points across them, and z points out of the solid. Strains are small and nothing varies along y, so this is plane strain, and all energies and forces are per unit step length. The formulas hold in any consistent units, atomic units included. The example uses eV and nm.

A step is replaced by a line load f(x) on a flat surface. The load has no net force, so its leading term is a force dipole:

f(x) = D δ′(x), D = (Dx, Dz).

A component Dy is excluded by the mirror symmetry y → −y of a straight step on an isotropic solid. Since δ′(x) is positive just left of the origin and negative just right of it, Dx > 0 describes two forces that pinch the surface together.

The energy needs care, because the forces come from inside the crystal. Picture springs of stiffness κ with actual stretches e and wrong rest stretches δ. Their energy is

½Σκ(e − δ)² = ½ u·K·u − f·u + ½Σκδ².

Here u is the displacement, K the stiffness matrix, and f the force that the wrong rest lengths exert. The last term does not depend on where the sources sit. Minimizing over u gives K·u = f, or u = G·f with G = K⁻¹, and the minimum is

E_min = −½ f·G·f + constant.

For f = f₁ + f₂ the part containing both sources is

W = −f₁·G·f₂ = −∫ f₁·u₂ dx,

where u₂ is the surface displacement caused by source 2. The quadratic term ½u·K·u alone would contribute +f₁·G·f₂, the opposite sign. The term −f·u contributes −2f₁·G·f₂ and reverses it. The dipole strengths are taken as fixed, unaffected by the other step.

**2. Simple case: one force component**

Let the loads be purely horizontal. An elastic half-space has no intrinsic length. A surface force of wave number k therefore produces a displacement

u(k) = (g/|k|) f(k),

because a stress divided by a modulus is a strain, and a strain divided by |k| is a displacement. The constant g, an inverse modulus, is found in section 3.

Use f(x) = ∫(dk/2π) f(k)e^{ikx}. Put step 1 at x = 0 and step 2 at x = d, so that

f₁(k) = ikD, f₂(k) = ikD e^{−ikd}.

Then f₁(k)* f₂(k) = (−ik)(ik)D² e^{−ikd} = k²D² e^{−ikd}, and

W = −gD² ∫(dk/2π) |k| e^{−ikd}.

This integral does not converge as it stands, because a point dipole has no width. Give each dipole a Lorentzian profile instead of a delta function. A Lorentzian of half-width w₁ has the transform e^{−|k|w₁}, so two of them multiply the integrand by e^{−|k|w}, with w the sum of the half-widths. The negative k supply the complex conjugate of the positive k, so

∫(dk/2π)|k|e^{−|k|w−ikd} = (1/π) Re ∫₀^∞ k e^{−k(w+id)} dk
= (1/π) Re [1/(w+id)²]
= (1/π)(w² − d²)/(w² + d²)².

Therefore

W = (gD²/π)(d² − w²)/(d² + w²)².

For d ≫ w this becomes

W = gD²/(πd²).

The same result in real space shows where the powers come from. The slope of the response to a line force has the transform ik·g/|k|. Its inverse is −(g/π)∫₀^∞ sin(kx)dk, which with the same damping, taken to zero at the end, equals −g/(πx). Hence

G(x) = −(g/π) ln|x| + constant.

A line force gives a logarithm. Making each of the two sources a dipole costs one derivative, and W = D²G″(d) = gD²/(πd²).

The sign has a direct reading. Outside a pinching dipole the surface strain is u₂′ = gD/(πx²) > 0: the surface is stretched towards the pinched place. The second step also pinches, and in a stretched region its forces have to work against that stretch. If both dipoles push outward, both signs reverse and the energy is again positive.

Limit of small distance. The finite-core formula changes sign at d = w. Direct quadrature with w = 1 nm gave a negative energy at 0.5 nm and a positive one at 3 nm, and agreed with the formula there and at 10 nm to within 10⁻⁴ of the point-dipole value. The reversal comes from the overlap of the two loads, and the distance at which it occurs depends on their profile. It is not a prediction for real steps, whose cores would no longer be independent at such distances.

**3. General case: both components on an elastic solid**

In an isotropic solid with shear modulus μ and Poisson ratio ν, the stress is σᵢⱼ = λδᵢⱼ∇·u + μ(∂ᵢuⱼ + ∂ⱼuᵢ), with λ = 2μν/(1−2ν). Zero net force on each volume element gives μ∇²u + (λ+μ)∇(∇·u) = 0. Since λ + μ = μ/(1−2ν),

(1−2ν)∇²u + ∇(∇·u) = 0.

Write q = |k| and s = sign k, so that k = sq. The divergence of this equation says that ∇·u is harmonic, so it decays into the solid as e^{qz}. It then drives u at its own decay rate, which produces a term z e^{qz}. With the factor e^{ikx} understood,

u_x = (P + Qqz)e^{qz}, u_z = (R + Sqz)e^{qz}.

Two pieces are needed:

∇²u_x = 2q²Q e^{qz},
∇·u = q e^{qz}[isP + R + S + (isQ + S)qz].

Put them in the x equation, where ∂x gives isq. The terms proportional to z require S = −isQ. The rest, using (is)² = −1, reads

2(1−2ν)Q − P + isR + Q = 0, so P = isR + (3−4ν)Q.

The z equation is 2(1−2ν)S + isP + R + S = 0. Multiplied by is, it repeats this condition. It also shows that ∇·u = −2(1−2ν)Sq e^{qz} = 2is(1−2ν)Qq e^{qz}.

The applied force equals the traction at z = 0, where the outward normal is +z:

f_x = μ(∂_z u_x + ∂_x u_z) = μq(P + Q + isR) = 2μq[P − (1−2ν)Q],

f_z = 2μ[∂_z u_z + ν∇·u/(1−2ν)] = 2μq[R − is(1−2ν)Q].

Multiply the second by is and replace isR by P − (3−4ν)Q:

is f_z = 2μq[P − 2(1−ν)Q].

Subtracting this from f_x leaves f_x − is f_z = 2μqQ, which fixes Q. Then P follows from the f_x equation, and R from isR = P − (3−4ν)Q. At the surface u_x = P and u_z = R:

u_x = [2(1−ν)f_x − is(1−2ν)f_z]/(2μq),
u_z = [is(1−2ν)f_x + 2(1−ν)f_z]/(2μq).

Both diagonal responses are g/|k|, with

g = (1−ν)/μ = 2(1−ν²)/E,

because μ = E/[2(1+ν)], with E Young's modulus. The off-diagonal responses are equal and opposite: G_xz = −G_zx. For two identical dipoles the product D·G·D contains DxDz(G_xz + G_zx) = 0. The two components therefore add without interference, and section 2 applies to each:

W(d) = A(Dx² + Dz²)/d², A = 2(1−ν²)/(πE).

This is the repulsive inverse-square law. It holds for identical dipoles of fixed strength, no net force on a step, and d large compared with the core width and the step height.

The compliances were compared with a numerical solution of the elasticity equations that does not use the form assumed above. For E = 3, ν = 0, 0.22 and 0.4, and k = −2 and 0.7, the largest difference was 2.7×10⁻¹⁵.

A separate test replaced the continuum by a triangular lattice of springs with ν = 0.25, periodic along x, and summed the formula over the periodic images. Two surface springs with a wrong rest length, 30 spacings apart, gave 0.998 of the predicted energy. No external force acts in that calculation, so it also tests the sign found in section 1. Two like dipoles with components (0.6, 0.8) gave 1.002 of the prediction.

**4. Case of opposite steps**

Reflecting a step in x turns a descending step into an ascending one. A horizontal force changes sign and so does δ′, so Dx is unchanged. A vertical force keeps its sign while δ′ changes, so Dz is reversed. The diagonal terms now give

W_opposite = A(Dx² − Dz²)/d².

The cross terms no longer cancel in the product, but k²G_xz is proportional to ik, whose inverse transform is a derivative of δ(d). It vanishes at nonzero separation. At distances large compared with the step height, opposite steps therefore attract when |Dz| > |Dx|, whereas like steps repel for any mixture of the two.

For components (0.6, ±0.8) the expected energy is −0.28 in units of A times the sum of 1/d² over the periodic images. The lattice gave −0.298 in the same units. The sign is right, and the difference is about 6.5 percent of the expected value, larger than for like steps. It is a lattice correction that falls as 1/d: on a larger lattice the value is −0.290 at 60 spacings and −0.285 at 120. Its sign depends on which step lies on the left. With the two exchanged the values are −0.264, −0.271 and −0.276.

**5. Where the vertical dipole comes from**

Let a step of height h descend towards +x, with the same surface stress τ on both terraces. The stressed layer of the upper terrace ends at the step and pulls the solid back towards −x with force τ. The layer of the lower terrace begins there and pulls towards +x with force τ. The forces cancel, but they act at heights that differ by h and form a couple.

To convert this couple into a load on a flat surface, compare the work done in a smooth displacement field v, such as the one made by a distant step:

work = −τv_x(top) + τv_x(top − h) ≈ −τh ∂_z v_x.

A free surface carries no shear stress, so ∂_z v_x = −∂_x v_z, and the work is +τh ∂_x v_z. The vertical load Dzδ′(x) does the work ∫Dzδ′v_z dx = −Dz ∂_x v_z. The two agree if

Dz = −τh.

The sign depends on the direction of descent, so it is common to like-signed steps. The couple vanishes as h → 0. It does not determine Dx, which has to be supplied separately.

For h = 0.3 nm and d = 10 nm, the horizontal couple was placed at its two real depths in the field of the other step's vertical dipole. The energy was 0.998 of the value obtained with Dz = −τh. In the field of the other step's horizontal dipole, placed at the surface, the lever arm adds a term of first order in h/d, of size Aτh²Dx(2−ν)/[(1−ν)d³]. For like steps the two such terms cancel, and the lever arm matters little at this distance. For opposite steps they add.

**6. Numbers for a vicinal surface**

The parameters are rough values in the regime of silicon (111): E = 1000 eV/nm³, ν = 0.22, h = 0.3 nm, τ = 15 eV/nm². The dipole Dx = 4.0 eV/nm is assumed; the numerical output calls it the stretch dipole, and with the present sign convention it pinches. Terraces 10 nm wide correspond to a miscut of 1.7 degrees.

Dz = −15 × 0.3 = −4.5 eV/nm

|D|² = 4.0² + 4.5² = 36.25 eV²/nm²

A = 2(1 − 0.22²)/(π × 1000) = 6.06×10⁻⁴ nm³/eV

A|D|² = 0.0220 eV nm = 0.220 eV Å

W(10 nm) = 0.0220/100 = 2.2×10⁻⁴ eV/nm = 2.2×10⁻⁵ eV/Å

The repulsive force per length is −dW/dd = 2A|D|²/d³ = 4.4×10⁻⁵ eV/nm². For an opposite pair with the same magnitudes, Dx² − Dz² = 16 − 20.25 = −4.25 eV²/nm², so the energy at 10 nm is −2.6×10⁻⁵ eV/nm, a weak attraction. That sign rests on a near balance and would change with a modest change of Dx. The size is uncertain too: the lever-arm term of section 5 moves it to about −4.0×10⁻⁵ or −1.1×10⁻⁵ eV/nm, depending on which step lies on the left.

The dipoles are the least certain input. With τ and h held fixed, Dx = 0 would leave 20.25/36.25 = 56 percent of the like-step energy, while doubling Dx would raise it by a factor (64 + 20.25)/36.25 = 2.3. The inverse-square dependence is far better founded than the prefactor.

**7. Extension: a net force on each step**

Suppose the surface layer carries a misfit stress σ. A slab of height h then ends at each step, and the step exerts a net horizontal force F = σh. Two equal forces interact through the logarithm of section 2:

−F²G(d) = AF² ln d + constant.

This energy rises with distance, so it is an attraction. The products of one step's force with the other's dipole do not contribute at nonzero separation. Their diagonal parts cancel between identical steps, and the G_xz parts are proportional to ik·is/|k| = −1, a constant whose transform is proportional to δ(d). The total is

W = A[F² ln d + |D|²/d²] + constant.

Setting dW/dd = A[F²/d − 2|D|²/d³] to zero gives

d₀ = √2 |D|/F.

The pair repels below d₀ and attracts above it. As F → 0, d₀ goes to infinity and the pure dipole law returns. On the lattice, with F = 0.1 and a horizontal dipole of 1 in lattice units, the energy change between 20 and 40 spacings was 0.998 of the predicted change.

For a misfit strain of 0.1 percent, equal in both surface directions, σ = 0.001E/(1−ν) = 1.28 eV/nm³. Then F = 1.28 × 0.3 = 0.385 eV/nm² and d₀ = √72.5/0.385 = 22 nm. For an isolated pair, even this small misfit limits the repulsion to about two terrace widths. In a long train the attractions between distant steps add up: straight steps spaced equally at 10 nm are already unstable against slow modulations of the spacing, such as one with a wavelength of 60 steps. The pure inverse-square law should therefore not be carried over to a strained film.

**8. Extension: steps that wander**

At 1100 K, kT = 0.0948 eV and a step is not straight. Let its stiffness be β, so that a slope dx/dy costs β(dx/dy)²/2 per length. Over a short length Δy the Boltzmann factor is then a Gaussian in the sideways displacement, with variance kTΔy/β. The partition function Z(x, y) therefore spreads like a diffusing density:

∂Z/∂y = (kT/2β) ∂²Z/∂x².

Hold the two neighbours fixed and straight, a distance 2d apart, and forbid crossing, so Z = 0 at both. The slowest mode is sin(πx/2d), which decays along y at the rate (kT/2β)(π/2d)². The free energy per length is kT times this rate:

φ = π²(kT)²/(8βd²).

With a rough stiffness of 0.3 eV/nm and d = 10 nm, φ = 3.7×10⁻⁴ eV/nm. A numerical transfer matrix with sideways hops of 0.1 nm gave a value 1.2 percent lower. The elastic energy of a straight step midway between the two neighbours is 2W = 4.4×10⁻⁴ eV/nm. The ratio φ/2W is 0.84, and it does not depend on d, because both energies fall as 1/d². The two do not simply add, because a wandering step also visits places where the elastic repulsion is stronger. With that repulsion included in the channel, the free energy at 10 nm is 1.11×10⁻³ eV/nm, while the sum φ + 2W is 8.1×10⁻⁴ eV/nm.

The consequence for reading data follows. Under these conditions an inverse-square repulsion inferred from terrace widths without allowing for wandering would not by itself identify elasticity, and its strength should not be equated with A|D|². An analysis that includes wandering can use the shape of the distribution: in the channel above, the standard deviation of the step's position is 0.36d for wandering alone and 0.29d with the elastic repulsion. The temperature dependence can also help to separate wandering from elasticity: at fixed β and fixed dipoles φ varies as T², while W stays constant. Any change of β with temperature would have to be allowed for.

**9. The model beside a real silicon surface**

The modulus, Poisson ratio and step height are of the right size for silicon. The surface stress and stiffness are rough and depend on the structure of the surface, and Dx is a free choice. The temperature of 1100 K lies near the transition between the 7×7 and 1×1 structures of Si(111). Both quantities change there, and below it vicinal surfaces form step bunches or multiple-height steps that this model does not describe. Silicon is also cubic, not isotropic. With rough cubic constants of 1040, 400 and 500 eV/nm³ and the same dipole magnitudes, with +x along the crystal direction [1, 1, −2] and z along [1, 1, 1], the anisotropic energy is 1.00 of the isotropic one for steps descending towards +x and 0.93 for those descending towards −x. Reversing Dz alone can change only the cross term DxDz, so the difference shows that this term no longer cancels on the (111) surface. The effect of a finite core depends on its profile: Lorentzian loads with half-widths adding up to 1 nm lower W at 10 nm by 3 percent, because of their long tails, while Gaussian loads with a standard deviation of 0.5 nm each raise it by 1.5 percent. For like steps these corrections are small beside the uncertainty of the dipoles. Other results are more sensitive. With the cubic constants the energy of the opposite pair falls to about 0.86 of its isotropic value, and since x → −x is not a mirror of the (111) surface, opposite steps need not share the same Dx. The cubic biaxial modulus, about 1440 eV/nm³ against the isotropic 1280, brings the balance distance of section 7 from 22 nm down to 19–20 nm. The assumptions whose failure matters most here are straight steps, since wandering adds a free energy comparable with the elastic one, and zero misfit, since 0.1 percent strain turns repulsion into attraction beyond about 22 nm for an isolated pair of straight steps. Wandering moves this distance outwards: for a step between two fixed neighbours at 1100 K it is about 35 nm.

Calculated quantities

```
TESTS
largest compliance error (E = 3 units): 2.7e-15
lattice Poisson ratio: 0.2500
lattice separation: 30 spacings
misfit springs, W/formula: 0.9980
tilted like dipoles, W/formula: 1.0015
opposite steps (0.6, 0.8), W/(A/d^2): -0.2983
dipole plus net force, change/formula: 0.9981
stress couple / dipole formula at d: 0.9979
EXAMPLE INPUTS (rough, silicon (111) regime)
Young's modulus: 1000 eV/nm^3
Poisson ratio: 0.22
step height: 0.3 nm
surface stress: 15 eV/nm^2
stretch dipole Dx: 4.0 eV/nm
separation d: 10 nm
miscut angle: 1.72 degrees
temperature: 1100 K
EXAMPLE RESULTS
couple dipole Dz: -4.50 eV/nm
|D|^2: 36.25 eV^2/nm^2
A: 6.0581e-04 nm^3/eV
strength A|D|^2: 0.02196 eV nm = 0.2196 eV angstrom
W at 5 nm: 8.784e-04 eV/nm = 8.784e-05 eV/angstrom
W at 10 nm: 2.196e-04 eV/nm = 2.196e-05 eV/angstrom
W at 20 nm: 5.490e-05 eV/nm = 5.490e-06 eV/angstrom
repulsive force per length at d: 4.392e-05 eV/nm^2
opposite steps, W at d: -2.575e-05 eV/nm
NEGLECTED EFFECTS
cubic constants: 1040, 400, 500 eV/nm^3
cubic/isotropic W, descending to +x: 0.999
cubic/isotropic W, descending to -x: 0.927
core width w (sum of half-widths): 1.0 nm
finite-core W / point-dipole W at d: 0.9705
kT: 0.0948 eV
step stiffness: 0.3 eV/nm
wandering free energy at d: 3.695e-04 eV/nm
transfer matrix / wandering formula: 0.9882
elastic energy with two neighbours, 2W: 4.392e-04 eV/nm
wandering / 2W: 0.841
misfit strain: 0.1 percent
net force per length F: 0.385 eV/nm^2
attraction balances repulsion at: 22.1 nm
```
